Imprint and state retention in a short-circuited ferroelectric with an ohmic interlayer, part 1

(Sections cited here and not found follow in the second part.)

**Part I. The imprint theorem**

A ferroelectric memory capacitor can pass a retention test and still fail in use. While it rests in one state with its terminals connected, charge can leak through a thin non-ferroelectric layer beside the ferroelectric and collect at the interface between them. The stored state then becomes more secure. The opposite state, when it is next written, becomes less secure, and the voltage needed to write it rises. This shift of the hysteresis loop along the voltage axis is called imprint. Other processes, such as the drift of charged defects, can also cause it and are not treated here.

Two plausible estimates of imprint go wrong. The first takes the relaxation time of the leaky layer alone, permittivity divided by conductivity. For the capacitor computed in Part II this gives 71 s, whereas the model's imprint time is 204 s. The second takes the voltage across the leaky layer just after writing as the final loop shift. That gives 0.25 V, whereas the model's final shift is 0.71 V in magnitude. Both errors come from losing track of which capacitances act together, and when. The theorem below settles this for a definite model.

**The model and its conventions**

A ferroelectric of thickness d_f lies against an interlayer of thickness d_i, between two metal electrodes. The x axis runs from the electrode on the ferroelectric to the electrode on the interlayer. Fields, polarization and current densities are positive along x. The applied voltage V is the potential of the first electrode minus that of the second, so that

V = E_f d_f + E_i d_i = V_f + V_i,

where E_f and E_i are the fields in the two layers and V_f and V_i the voltages across them. All charges, capacitances and conductances below are per unit area. Define

C_f = ε_f/d_f,  C_i = ε_i/d_i,  G_i = σ_i/d_i.

Here ε_i and σ_i are the permittivity and conductivity of the interlayer. The permittivity ε_f describes only the linear response of the ferroelectric that does not involve switching. Switching is carried by a separate polarization.

The assumptions are these.

(A1) The layers are laterally uniform, and the electrodes introduce no built-in voltage. A short circuit therefore means V = 0.

(A2) The interlayer is ohmic, with conduction current density σ_i E_i. The ferroelectric does not conduct.

(A3) The interface carries two kinds of free charge. Fast charge follows the polarization within each write pulse and each measured loop, and is immobile in storage. Slow charge, of density s, arrives by ohmic conduction and does not move during a write or a loop.

(A4) The polarization is constant during storage.

(A5) Writing and loop measurement are short compared with the imprint time.

(A6) During a loop, the polarization and the fast charge depend on the history of the field E_f alone, and not separately on s. The two stored states carry opposite net polarization charges.

Assumption A3 needs a definition to go with it. Let P_tot be the full switched polarization and s_fast the fast charge. They enter the electrostatics only through their sum, the net polarization charge

p = P_tot + s_fast.

Its constant value in storage is called P, and P > 0 is taken for the stored state. Part II shows why this distinction cannot be skipped: with the full polarization unscreened, the depolarizing field in the example would be almost five times the coercive field, and the state could not be stored. Assumption A6 is a real restriction, because fast charge that crosses the interlayer is driven by E_i, which depends on s.

**Theorem.** Under A1 to A6, let the capacitor be written into the state P at t = 0 with no slow charge at the interface, and let it then be short-circuited. A fast loop measured at time t is displaced rigidly along the voltage axis by

V_imp(t) = −(P/C_i) [1 − exp(−t/τ)],

with the time constant

τ = (C_f + C_i)/G_i.

The growth is exponential in the sense of a saturating approach to −P/C_i. It is not a runaway. The proof uses three lemmas: one for the fields, one for the slow charge and one for the loop.

**Lemma 1 (division of the voltage).** For any applied voltage V, net polarization charge p and slow charge s,

V_i = (C_f V + p + s)/(C_f + C_i),
V_f = (C_i V − p − s)/(C_f + C_i).

Proof. The displacement in the ferroelectric is D_f = ε_f E_f + P_tot, and in the interlayer it is D_i = ε_i E_i. Gauss's law says that the displacement rises across the interface by the free charge located there:

D_i − D_f = s_fast + s.

Inserting the two displacements and moving P_tot to the right gives

ε_i E_i − ε_f E_f = P_tot + s_fast + s = p + s.

Since E_i = V_i/d_i, the first term is ε_i V_i/d_i = C_i V_i. In the same way the second is C_f V_f. Hence

C_i V_i − C_f V_f = p + s.   (1)

Substituting V_f = V − V_i gives

C_i V_i − C_f V + C_f V_i = p + s,

and therefore (C_f + C_i) V_i = C_f V + p + s, which is the first claim. The second follows by subtraction:

V_f = V − V_i = [(C_f + C_i) V − C_f V − p − s]/(C_f + C_i) = (C_i V − p − s)/(C_f + C_i). ∎

In storage V = 0 and p = P, so that

V_i = (P + s)/(C_f + C_i),  E_f = −V_i/d_f.   (2)

Just after writing, s = 0 and E_f is negative while P is positive. The field in the ferroelectric opposes the polarization. This is the depolarizing field. It exists even though the terminals are connected, because the interlayer separates the polarization charge from the electrode charge that should compensate it.

**Lemma 2 (slow charge in storage).** If the slow charge has the value s₀ at t = 0, then under short circuit

s(t) = −P + (P + s₀) exp(−t/τ),  τ = (C_f + C_i)/G_i.

Proof. The slow charge changes by the conduction current that enters the interface minus the one that leaves it. Nothing enters through the insulating ferroelectric. The current leaving through the interlayer is σ_i E_i = σ_i V_i/d_i = G_i V_i. Thus

ds/dt = −G_i V_i.   (3)

With V_i from equation (2),

ds/dt = −G_i (P + s)/(C_f + C_i) = −(P + s)/τ.

Introduce the uncompensated charge q = P + s. Because P is constant, dq/dt = ds/dt, and the equation becomes

dq/dt = −q/τ.

Its solution with q(0) = P + s₀ is q(t) = (P + s₀) exp(−t/τ). Subtracting P gives the claim. ∎

For s₀ = 0 the result reads s(t) = −P [1 − exp(−t/τ)]. Negative charge gathers at the interface until it cancels the positive net polarization charge there. Equation (2) then gives

E_f(t) = −P exp(−t/τ)/[(C_f + C_i) d_f],

so the depolarizing field of the stored state disappears with the same time constant. This is the sense in which retention of the stored state improves during storage.

**Remark 1 (why the capacitances add).** The layers are in series between the terminals, but the charge that drives the relaxation sits on the node between them. With the terminals connected, both layers lead from this node to the same potential. Seen from the node they are in parallel, and their capacitances add.

The charge balance shows this directly. During the whole relaxation a charge P per area is conducted from the interface to the interlayer-side electrode. The free charge on that electrode is −D_i = −C_i V_i. It starts at −C_i P/(C_f + C_i) and ends at zero, so the electrode keeps only the part

C_i P/(C_f + C_i).

The rest,

P − C_i P/(C_f + C_i) = C_f P/(C_f + C_i),

passes through the external wire to the other electrode. The free charge there is D_f = C_f V_f + P_tot, with P_tot constant in storage. Since V_f rises from −P/(C_f + C_i) to zero, D_f grows by the same amount, as it must. The wire thus takes part in the relaxation, and cutting it changes the time constant, as Part II shows.

**Remark 2 (thickness dependence).** Insert the definitions of C_f, C_i and G_i:

τ = (d_i/σ_i)(ε_f/d_f + ε_i/d_i) = (ε_i + ε_f d_i/d_f)/σ_i.   (4)

For d_i much smaller than ε_i d_f/ε_f, the time constant tends to the material time ε_i/σ_i. It does not vanish, but the size of the imprint does, since P/C_i = P d_i/ε_i. For a thicker interlayer, with everything else held fixed, the second term makes imprint slower and the first factor of the theorem makes it larger. For a very thick ferroelectric C_f becomes negligible, and ε_i/σ_i is again the limit. These statements hold within the ohmic model. In a sufficiently thin interlayer tunnelling replaces ohmic conduction, as estimated in Part II.

**Lemma 3 (rigid loop shift).** In a loop measured with the slow charge frozen at s, every point of the loop lies at a voltage larger by s/C_i than the point with the same field history at s = 0.

Proof. Solve equation (1) for the interlayer voltage:

V_i = (C_f V_f + p + s)/C_i.

Add V_f to obtain the applied voltage:

V = V_f (1 + C_f/C_i) + (p + s)/C_i.   (5)

Choose a history of the field E_f. By A6 it fixes p and P_tot at each moment, whatever s is. The first term and p/C_i are then also fixed, and the slow charge contributes only the constant s/C_i. The charge on the ferroelectric-side electrode, D_f = ε_f E_f + P_tot, is the same with and without s. The measured loop of charge against voltage therefore moves horizontally by s/C_i, without vertical displacement or change of shape. This compares loops that run through the same range of E_f. If the voltage limits are fixed instead, the switching branches shift in the same way provided that the sweep saturates the polarization at both ends. ∎

**Proof of the theorem.** Lemma 2 with s₀ = 0 gives s(t) = −P [1 − exp(−t/τ)]. By A5 and A3 this charge stays in place during the loop. Lemma 3 turns it into the displacement s(t)/C_i, which is the stated V_imp(t). ∎

**Remark 3 (coercive voltages and the sign).** Let the loop of p against E_f be symmetric, with p = 0 at E_f = +E_c on the rising branch and at E_f = −E_c on the falling one. Setting p = 0 and V_f = ±E_c d_f in equation (5) gives

V_c± = ±V_c0 + s/C_i,  V_c0 = E_c d_f (1 + C_f/C_i).   (6)

For P > 0 the slow charge is negative, so both coercive voltages move towards negative values. A smaller positive voltage now writes the stored state, and a larger negative voltage is needed to leave it. The imprint favours the stored state. For a stored state of the opposite sign, the same proof with P replaced by −P reverses the shift.

**Remark 4 (why C_i alone sets the final shift).** Relaxation and read-out hold different quantities fixed. During storage the applied voltage is fixed at zero, and the interface charge changes the fields in both layers. This brings in C_f + C_i. In a loop, two curves are compared at the same field in the ferroelectric, because that field controls switching. At fixed E_f the extra charge s must be balanced entirely by the interlayer field, and this takes an extra voltage s/C_i.

The final shift therefore exceeds the initial interlayer voltage P/(C_f + C_i) by the factor

(P/C_i)/[P/(C_f + C_i)] = 1 + C_f/C_i.

The same factor multiplies E_c d_f in V_c0. Dividing the final shift by V_c0 removes it:

r = (P/C_i)/V_c0 = P/[(C_f + C_i) E_c d_f].   (7)

The right side is the magnitude of the depolarizing field just after writing, divided by the coercive field. In this model the ratio r measures both the relative size of the eventual imprint and the initial threat to the stored state.

**Part II. Retention of the opposite state, limits and a worked example**

The symbols carry over as follows. C_f and C_i are the capacitances per area of the ferroelectric and the interlayer, G_i is the interlayer conductance per area, and d_f and d_i are the thicknesses. P is the net polarization charge in storage, after subtraction of fast screening charge, and s is the slow interface charge. Under short circuit the interlayer voltage is V_i = (P + s)/(C_f + C_i), the ferroelectric field is E_f = −V_i/d_f, and ds/dt = −G_i V_i. From s = 0 these give s(t) = −P [1 − exp(−t/τ)] with τ = (C_f + C_i)/G_i. A fast loop is shifted by s/C_i. Without slow charge its coercive voltages are ±V_c0, with V_c0 = E_c d_f (1 + C_f/C_i).

**Corollary 1 (the opposite state).** Store the state P for a time t, starting with s = 0, then quickly write −P and return to short circuit. The depolarizing field of the new state has the initial magnitude

E_opp(t) = P [2 − exp(−t/τ)]/[(C_f + C_i) d_f].

It grows with storage time towards twice the value for a freshly written state without slow charge.

Proof. The slow charge does not change during the fast write. Replace P by −P in the interlayer voltage and keep s = s(t):

V_i = [−P − P + P exp(−t/τ)]/(C_f + C_i) = −P [2 − exp(−t/τ)]/(C_f + C_i).

Then E_f = −V_i/d_f is positive while the polarization is negative. The field opposes the polarization and has the stated magnitude. ∎

The reason is that the slow charge was collected to cancel +P. After the reversal it has the same sign as the net polarization charge and adds to it.

The new state then builds its own imprint. Let u be the time since rewriting and s_w the slow charge at that moment. Lemma 2 with −P in place of P gives

s(u) = P + (s_w − P) exp(−u/τ).

After full imprint s_w = −P, so s(u) = P [1 − 2 exp(−u/τ)]. The loop shift passes through zero when 2 exp(−u/τ) = 1, that is, at u = τ ln 2, and afterwards has the opposite sign. Imprint of this kind is reversible.

**Remark 5 (a condition for retention).** Take a rectangular loop, in which the polarization keeps its full value until the field reaches E_c. After full imprint, the opposite state then keeps its full polarization on return to short circuit if 2P/[(C_f + C_i) d_f] < E_c. With r = P/[(C_f + C_i) E_c d_f], this is

r < 1/2.

The coercive voltage, taken here at p = 0 and not at the zero of the measured charge D_f, gives a weaker condition. After full imprint it is V_c+ = V_c0 − P/C_i = V_c0 (1 − r), which is positive whenever r < 1. For r between 1/2 and 1, the loop still crosses p = 0 at a positive voltage, yet the opposite state is partly lost at zero voltage. It switches back until the ferroelectric field (P − p)/[(C_f + C_i) d_f] has fallen to E_c, which leaves p = −P (1/r − 1). The difference arises because the coercive point is defined at p = 0, whereas the state to be retained has p = −P and carries its own depolarizing field. The condition r < 1/2 leaves out any spread of coercive fields and thermally assisted switching, so it is necessary for full retention but not sufficient.

This part has derived the size and time constant of imprint under short circuit, and has shown that the initial depolarizing field of the opposite state grows towards twice its fresh value, which gives the retention condition r < 1/2 for a rectangular loop. What remains is to treat a leaky ferroelectric and open terminals, work through a numerical example, and examine where real capacitors depart from the model.
